# Photocurrent Shot Noise from Campbell's Theorem and Its White Limit

## 1. What fails without the result

The familiar shot-noise spectrum $2eI$ is flat. Taken literally at all frequencies, it gives an infinite current variance. It also says nothing about how a detector with a finite response time shapes the noise. For the photodiode in section 8, read by a 20 GHz receiver, the flat formula overestimates the rms shot noise by 14% relative to the full result.

Multiplying $2eI$ by the measured signal response is not a safe repair. If different carriers give pulses of different shape, the noise does not follow the signal response: at 100 GHz in the same model device, with uniform generation, equal carrier speeds and no diffusion, that recipe loses about a fifth of the noise. Both points are settled by summing the pulses of independent events.

## 2. Model and conventions

The algebra uses atomic units, so the elementary charge is 1. Events occur at random times $t_j$ with constant mean rate $\lambda$. Each carries one unit of charge, so the event current is $I=\lambda$. The output of the linear, time-invariant chain is

$$y(t)=\sum_j h(t-t_j),\qquad H(\omega)=\int_{-\infty}^{\infty}h(t)e^{i\omega t}dt,\qquad \omega=2\pi f .$$

The response $h$ is real, and $\int|h|dt$ and $\int h^2dt$ are finite. It may change sign. Integrals without limits run over all times.

The events are Poissonian: numbers in disjoint intervals are independent, and an interval of length $L$ holds $N$ events with probability $P_N=e^{-a}a^N/N!$, where $a=\lambda L$.

Light with Poissonian photon arrivals gives such events even if each photon is detected only with probability $\eta$, independently of the others. The probability of $n$ detections is

$$\sum_{N\ge n}\frac{e^{-a}a^N}{N!}\frac{N!}{n!(N-n)!}\eta^n(1-\eta)^{N-n}
=\frac{e^{-a}(\eta a)^n}{n!}\sum_{m\ge0}\frac{[(1-\eta)a]^m}{m!}
=\frac{e^{-\eta a}(\eta a)^n}{n!},$$

with $m=N-n$. This is again Poissonian, with mean $\eta a$. Independent dark events, if Poissonian themselves, can be added: since $\sum_NP_Nz^N=e^{a(z-1)}$, the product of two such functions has the same form with the means added. Hence $I$ is the sum of photocurrent and dark current.

## 3. Campbell's theorem

First fix the number $N$ of events in a long window of length $L$. The probability of one event in each of the small intervals $dt_1,\dots,dt_N$ and none elsewhere is $\lambda^Ne^{-\lambda L}dt_1\cdots dt_N$. Division by $P_N$ gives the density $N!/L^N$ for ordered times. Without the ordering it is $1/L^N$, so the times are independent and uniform.

Consider the output at two instants, through

$$\Phi(k,l)=\left\langle e^{iky(t)+ily(t+\tau)}\right\rangle .$$

The exponential of a sum is a product, so each event contributes the same average factor

$$\phi=\frac1L\int_L e^{ikh(t-s)+ilh(t+\tau-s)}ds .$$

Averaging over $N$ gives

$$\Phi=\sum_N e^{-\lambda L}\frac{(\lambda L\phi)^N}{N!}=e^{\lambda L(\phi-1)} .$$

Write $1$ as $\frac1L\int_L ds$, let the window grow, and replace $t-s$ by $t$:

$$\ln\Phi=\lambda\int\left[e^{ikh(t)+ilh(t+\tau)}-1\right]dt .$$

The integral converges because $|e^{ix}-1|\le|x|$ and $h$ is absolutely integrable. To second order in $k$ and $l$,

$$\ln\Phi=i(k+l)\lambda\!\int\! h\,dt-\frac{k^2+l^2}{2}\lambda\!\int\! h^2dt-kl\,\lambda\!\int\! h(t)h(t+\tau)dt+\dots$$

For any two variables, the coefficient of $ik$ is the mean, that of $-k^2/2$ is the variance and that of $-kl$ is the covariance. Therefore

$$\langle y\rangle=IH(0),\qquad C(\tau)=I\int h(t)h(t+\tau)dt .$$

With $l=0$, the coefficient of $(ik)^n/n!$ is the $n$th cumulant, $\kappa_n=\lambda\int h^n dt$, when that integral exists.

As a check, take $\lambda=2$ and the sign-changing pulse $h=e^{-t}(1+1.5\sin3t)$ for $t\ge0$, in arbitrary time units. Then

$$\int h^2dt=\frac12+3\cdot\frac{3}{13}+\frac{2.25}{2}\left(\frac12-\frac{2}{40}\right)=1.6986,$$

and the variance is 3.397. A simulation with 200,000 samples gave 3.423. At lag 0.4 the covariance formula gives 2.048 and the simulation 2.070. Both differences lie within the five standard errors allowed for sampling.

## 4. The spectrum

The one-sided spectrum per unit $f$ is defined by

$$S(f)=2\int C(\tau)e^{i\omega\tau}d\tau,\qquad \int_0^\infty S\,df=C(0).$$

The factor 2 puts the equal contributions of $f$ and $-f$ on the positive side. Since $C$ is a covariance, the squared mean has been removed; it would appear as a separate line at $f=0$. Insert $C$ and set $s=t+\tau$:

$$S=2I\int h(t)e^{-i\omega t}dt\int h(s)e^{i\omega s}ds=2I\,H^*(\omega)H(\omega),$$

$$\boxed{S(f)=2I|H(\omega)|^2}$$

To restore the charge, note that each pulse becomes $eh$ and the rate becomes $I/e$. The prefactor is $2(I/e)e^2=2eI$. If all the charge of an event is collected, $H(0)=1$.

**Where independence matters.** Over a long window, $\mathrm{Var}\,N=L\int C\,d\tau$ for the bare event stream, so $S(0)=2\,\mathrm{Var}\,N/L$. Poissonian events have $\mathrm{Var}\,N=\lambda L$, which returns $2\lambda$.

Suppose instead that successive intervals are independent of each other, with mean $a_0$ and standard deviation $s_0$. About $L/a_0$ intervals fill the window. Their total duration has variance $(L/a_0)s_0^2$, and a time error $\delta t$ shifts the count by $\delta t/a_0$. Thus $\mathrm{Var}\,N\approx(L/a_0)(s_0/a_0)^2$, and the low-frequency noise is $(s_0/a_0)^2$ times the Poisson value. A simulated stream with $(s_0/a_0)^2=1/4$ gave 0.247. The formula $2eI$ therefore rests on independent events, not on charge being discrete alone.

## 5. The white limit

Let $m_n=\int t^nh\,dt$, with $m_0\ne0$ and $m_2$ finite. At low frequency

$$H=m_0+i\omega m_1-\tfrac12\omega^2m_2+\dots$$

$$|H|^2=(m_0-\tfrac12\omega^2m_2)^2+\omega^2m_1^2+\dots=m_0^2-\omega^2(m_0m_2-m_1^2)+\dots$$

$$\frac{|H|^2}{H(0)^2}=1-\omega^2\sigma_t^2+\dots,\qquad \sigma_t^2=\frac{m_2}{m_0}-\left(\frac{m_1}{m_0}\right)^2 .$$

For $h\ge0$, $\sigma_t^2$ is the variance of time within the pulse. A pure delay does not change it. For $h\ge0$ the noise is nearly white while $\omega^2\sigma_t^2\ll1$. For a sign-changing pulse $\sigma_t^2$ can vanish or be negative, and the higher terms must then be checked too.

To take the limit, shorten the pulse at fixed area: $h_\epsilon(t)=h(t/\epsilon)/\epsilon$. Its transform is $H(\epsilon\omega)$, so at each fixed frequency

$$S(f)\longrightarrow2I\,H(0)^2\qquad(\epsilon\to0).$$

The covariance becomes $C(\tau/\epsilon)/\epsilon$. Its area stays $IH(0)^2$ while its width shrinks, so it tends to $IH(0)^2\delta(\tau)$. The total variance is $(I/\epsilon)\int h^2dt$ and diverges. A finite limit needs a receiver.

Let a fixed receiver with transfer function $G$ follow the detector. Because $|H|\le\int|h|dt$, the integrand below is bounded by a constant times $|G|^2$, and the limit may be taken inside the integral:

$$\sigma^2=2I\int_0^\infty|H(\epsilon\omega)|^2|G|^2df\longrightarrow2I\,H(0)^2|G(0)|^2B,\qquad B=\int_0^\infty\frac{|G|^2}{|G(0)|^2}df .$$

For one pole with time constant $\tau_r$ and $G(0)=1$,

$$B=\int_0^\infty\frac{df}{1+\omega^2\tau_r^2}=\frac{1}{2\pi\tau_r}\cdot\frac{\pi}{2}=\frac1{4\tau_r}.$$

For $h\ge0$ the approach to this limit is slower than $\epsilon^2$. With $H(0)=1$ and $x=\epsilon\omega$, the missing part of $\sigma^2/(2I)$ is

$$\frac1{2\pi\epsilon}\int_0^\infty\frac{1-|H(x)|^2}{1+x^2\tau_r^2/\epsilon^2}dx\simeq\frac{\epsilon}{2\pi\tau_r^2}\int_0^\infty\frac{1-|H(x)|^2}{x^2}dx .$$

The last integral converges at small $x$ by the $\omega^2$ law and at large $x$ because $|H|$ is bounded. For $h\ge0$ it is positive, since then $|H|\le H(0)=1$. The error is therefore of first order in $\epsilon$: the one-pole receiver has a long high-frequency tail. For a sign-changing pulse the integral can vanish, and the error is then of higher order.

## 6. White does not mean Gaussian

The skewness of the output is

$$\frac{\kappa_3}{\kappa_2^{3/2}}=\frac{1}{\sqrt\lambda}\,\frac{\int h^3dt}{(\int h^2dt)^{3/2}} .$$

It falls as $\lambda^{-1/2}$ for a fixed response: many overlapping pulses are needed for nearly Gaussian noise. Shortening the pulse at fixed rate does the opposite. Then $\int h_\epsilon^3dt\propto\epsilon^{-2}$ and $(\int h_\epsilon^2dt)^{3/2}\propto\epsilon^{-3/2}$, so a nonzero skewness grows as $\epsilon^{-1/2}$. This holds for the bare detector output. Behind a fixed receiver, each short pulse with $H(0)>0$ becomes a copy of the receiver's own response, and the skewness tends to the finite value set by that response.

## 7. Pulses of different shape

Let event $j$ have a pulse $h_u$ whose shape label $u$ is drawn independently for each event. The factor $\phi$ in section 3 is then also averaged over $u$. Everything else is unchanged, and

$$S(f)=2I\,\langle|H_u|^2\rangle .$$

The signal is different. If the light slowly or rapidly modulates the rate, the mean output is $\int\lambda(s)\langle h_u(t-s)\rangle ds$, so its transfer function is $\langle H_u\rangle$. The excess $\langle|H_u|^2\rangle-|\langle H_u\rangle|^2$ is the variance of $H_u$, which cannot be negative.

**A planar photodiode.** A carrier of unit charge moves at speed $v$ across a layer of thickness $W$ at voltage $V$. The field $V/W$ does work at the rate $vV/W$. The bias source supplies it as $V$ times the induced current, so that current is $v/W=1/T$, with $T=W/v$.

Let both carriers have speed $v$. If a pair is made where the electron has distance $uW$ to go, the hole has $(1-u)W$. The pulses last $uT$ and $(1-u)T$, and their areas add to 1. With $\theta=\omega T$,

$$H_u=\frac{e^{i\theta u}+e^{i\theta(1-u)}-2}{i\theta},$$

$$|H_u|^2=\frac{6+2\cos\theta(2u-1)-4\cos\theta u-4\cos\theta(1-u)}{\theta^2}.$$

For $u$ uniform between 0 and 1, each cosine averages to $\sin\theta/\theta$. The coefficients sum to $2-4-4=-6$, giving

$$\langle|H_u|^2\rangle=\frac{6}{\theta^2}\left(1-\frac{\sin\theta}{\theta}\right)=1-\frac{\theta^2}{20}+\dots$$

For the signal, $\langle e^{i\theta u}\rangle=(e^{i\theta}-1)/(i\theta)$, so

$$\langle H_u\rangle=\frac{2}{i\theta}\left[\frac{e^{i\theta}-1}{i\theta}-1\right]=\frac{2(1+i\theta-e^{i\theta})}{\theta^2},$$

$$|\langle H_u\rangle|^2=\frac{4[(1-\cos\theta)^2+(\theta-\sin\theta)^2]}{\theta^4}=1-\frac{\theta^2}{18}+\dots$$

The low-frequency difference is $\theta^2(1/18-1/20)=\theta^2/180$. It comes from the scatter of mean pulse times. That time is $T[u^2+(1-u)^2]/2=T(\tfrac14+z^2)$ with $z=u-\tfrac12$, and its variance is $T^2(\tfrac1{80}-\tfrac1{144})=T^2/180$. At large $\theta$ the two expressions tend to $6/\theta^2$ and $4/\theta^2$: the noise factor is then 3/2 of the signal factor.

A load $R$ across the capacitance $C_d$ multiplies both by $1/(1+\omega^2R^2C_d^2)$.

## 8. A germanium-on-silicon photodiode

The parameters are rough typical ones for a waveguide device at 1550 nm: a 500 nm layer of area 60 µm², relative permittivity 16, carrier speed $6\times10^6$ cm/s, 2 V bias and a 50 ohm load. The light power is 100 µW, the efficiency 0.70 and the dark current 50 nA. Photo and dark pairs are both taken as uniform across the layer. This is a simplification, and the high-frequency results depend on it: the part of the 100 GHz noise missed by the signal-based recipe is 22% for uniform generation, about 6% for a $\sin^2\pi u$ profile and about 27% for an exponential profile with decay length $W/3$.

The photon energy is 0.800 eV, so the photocurrent is $0.70\times100/0.7999=87.5$ µA, and $I=87.56$ µA. The white spectrum is

$$2eI=2(1.602\times10^{-19})(87.56\times10^{-6})=2.81\times10^{-23}\ \mathrm{A^2/Hz},$$

or 28.1 pA²/Hz. In atomic units it is $2\times0.01322=0.02644$.

The transit time is 8.33 ps. The capacitance is 17.0 fF, giving an RC time of 0.85 ps. The noise lies 1% below white when $\omega^2(T^2/20+R^2C_d^2)=0.01$:

$$f=\frac{0.1}{2\pi\sqrt{8.333^2/20+0.850^2}\ \mathrm{ps}}=7.8\ \mathrm{GHz}.$$

The signal power response falls to one half much later, at 61 GHz. Relative to their low-frequency values:

- 20 GHz: noise 0.936, signal 0.930
- 40 GHz: noise 0.767, signal 0.747
- 100 GHz: noise 0.198, signal 0.155

A simulated stream of pairs with these transit and RC times, averaged over a band around 100 GHz, gave 1.014 times the noise formula but 1.300 times the signal-based one. The statistical error is about 1.3%.

For a one-pole receiver at 20 GHz, $\tau_r=7.96$ ps and $B=31.4$ GHz. White noise would give

$$\sqrt{28.06\times10^{-24}\times31.42\times10^9}=0.939\ \mathrm{\mu A}.$$

The full response reduces the variance by the factor 0.767, giving $0.939\sqrt{0.767}=0.822$ µA. With the receiver held fixed and both detector times divided by 10 and by 100, the factor becomes 0.972 and 0.997. The last tenfold shortening cuts the deficit from 2.8% to 0.3%, as the first-order law requires.

About 4350 events fall within one $\tau_r$, and the receiver output has skewness 0.012. For the dark current alone, with its pairs taken as Poissonian, the figures are 2.5 events and 0.49: that noise is clearly not Gaussian, although its spectrum has the same shape. Generation through defects can depart from this model. A defect that must emit an electron and a hole in turn gives more regular events, and so less noise at frequencies below its emission rate, as in section 4. For a midgap defect that rate lies far below 1 GHz. Well above it, the electron and hole pulses are separate events. Each has $|H|^2=(2-2\cos\theta u)/\theta^2$, with $1-u$ in place of $u$ for the hole, and their averages add to $\frac{4}{\theta^2}\left(1-\frac{\sin\theta}{\theta}\right)$. This is 2/3 of the pair result, with the same shape; the dark skewness is then 0.44. Here the dark current is under 0.1% of the total, so the total noise is hardly affected.

## 9. The real device

A responsivity near 0.9 A/W and a bandwidth of tens of GHz are in the usual range for such photodiodes; dark currents vary widely with material quality and bias. Amplifier noise is left out and not estimated. Of the omitted noise sources estimated here, the largest is the load. Its thermal noise, by Nyquist's formula $4k_BT_0/R$ at $T_0=300$ K, is 331 pA²/Hz, twelve times the white shot noise. The two would be equal at 590 ohm, for the same current and temperature, but the RC time would then be about 10 ps.

Laser intensity noise adds the spectrum of the fluctuating mean, filtered by $|\langle H_u\rangle|^2$, to the shot noise. At a rough −150 dB/Hz it contributes 7.7 pA²/Hz at low frequency, 27% of the white shot value. This figure stands for noise in excess of Poissonian arrivals: the photon shot level of 100 µW light, $2h\nu/P$, is itself −146 dB/Hz and is not an added term. A further 20 fF of pad capacitance would lower the signal bandwidth from 61 to 51 GHz.

Other effects have these sizes:

- Diffusion spreads a carrier by about 80 nm in one transit if the diffusivity is $(vW/V)k_BT_0/e\approx3.9$ cm²/s. The squared phase spread at 40 GHz is then 0.11. This diffusivity is low: low-field values in germanium are tens of cm²/s, and hot carriers may diffuse faster than assumed. Random motion lowers the signal response but also adds noise of its own to the induced current. With a random walk added to the drift and a reflecting near contact, the 100 GHz noise and signal factors change from 0.198 and 0.155 to about 0.21 and 0.14 at 3.9 cm²/s, and to about 0.25 and 0.125 at 15 cm²/s. The 100 GHz figures of section 8 therefore describe the drift-only model.
- Mobile charge of one sign is about 1% of $C_dV$, averaged over the area, so carriers disturb each other's field weakly unless the light is absorbed in a small part of the device.
- With rough ionization coefficients, 0.01 ionizations per crossing would need roughly 5 to 7 V across the layer, depending on the carrier and the set of coefficients, well above the 2 V used. The built-in potential, which adds to the bias, is left out of the field estimates here.
- Direct band-to-band tunnelling carries a factor of roughly $e^{-140}$ at 0.04 MV/cm. Tunnelling through defects is not covered by this estimate.
- With a rough activation energy of 0.33 eV, the dark current at 350 K is about 0.3 µA, still below 1% of the photocurrent.

The remaining values are listed in the numerical output.

## Numbers as computed

```
test pulse: variance formula 3.3971, simulated 3.4234
test pulse: covariance at lag 0.4: 2.0477, sim 2.0697
regular stream, noise / Poisson noise: 0.247
wavelength: 1550 nm; photon: 0.7999 eV
optical power: 100 uW; efficiency: 0.70
photocurrent: 87.51 uA; dark current: 50 nA
total current: 87.56 uA
layer: 500 nm; area: 60 um^2
relative permittivity: 16; speed: 6.0e+06 cm/s
bias: 2.0 V; field: 0.040 MV/cm; T: 300 K
capacitance: 17.00 fF; load: 50 ohm
transit time: 8.333 ps; RC time: 0.850 ps
white shot spectrum: 28.06 pA^2/Hz
same, atomic units: 0.02644; current: 0.01322
white shot amplitude: 5.297 pA/sqrt(Hz)
20 GHz: noise factor 0.9359, signal factor 0.9301
  spectrum 26.26 pA^2/Hz, simulation/formula 0.999
40 GHz: noise factor 0.7672, signal factor 0.7473
  spectrum 21.53 pA^2/Hz, simulation/formula 1.007
100 GHz: noise factor 0.1984, signal factor 0.1552
  spectrum 5.57 pA^2/Hz, simulation/formula 1.014
100 GHz: simulation/shortcut 1.300
noise 1% below white at: 7.77 GHz
signal 3 dB bandwidth: 61.4 GHz
receiver pole: 20 GHz; time: 7.958 ps
receiver noise bandwidth: 31.42 GHz
rms noise, white formula: 0.9389 uA
rms noise, full response: 0.8221 uA
detector times x 1.0: variance/white 0.7668
detector times x 0.1: variance/white 0.9718
detector times x 0.01: variance/white 0.9971
skewness, total current: 0.0117
skewness, dark current alone: 0.4903
events per receiver time, total: 4349
events per receiver time, dark: 2.48
load thermal noise: 331.4 pA^2/Hz
load for equal thermal and shot noise: 590 ohm
laser noise at -150 dB/Hz: 7.66 pA^2/Hz
mobile charge / (C x bias): 0.0107
diffusion spread in one transit: 80 nm
its squared phase at 40 GHz: 0.113 rad^2
bandwidth with 20 fF pad: 50.5 GHz
ionization law: a 1.5e+07 1/cm, b 1.5 MV/cm
bias for 0.01 ionizations per crossing: 6.68 V
direct gap: 0.80 eV; reduced mass: 0.02 m_e
direct tunnelling exponent: 144
dark activation energy: 0.33 eV
dark current at 350 K: 310 nA
350 K dark / photocurrent: 0.00354
```
